Mean adjacent-gap ratio from the three-by-three Gaussian orthogonal ensemble

**Problem**

Electron levels in a disordered film can be classified without knowing the mean level spacing. Take three consecutive levels λ₁ < λ₂ < λ₃, with gaps x = λ₂ − λ₁ and y = λ₃ − λ₂, and form

ρ = min(x, y)/max(x, y), 0 ≤ ρ ≤ 1.

A change of energy unit multiplies both gaps by the same factor and leaves ρ unchanged. Extended states overlap in space, so their levels repel. When time reversal holds and spin plays no part, the standard model for them is the Gaussian orthogonal ensemble (GOE): real symmetric matrices H with probability density proportional to exp(−Tr H²/2). Because

Tr H² = Σᵢ Hᵢᵢ² + 2 Σ_{i<j} Hᵢⱼ²,

the entries are independent Gaussians, with variance 1 on the diagonal and 1/2 off it. Find the mean of ρ for 3×3 matrices, and decide how far it describes extended states in an amorphous oxide.

**A tempting solution**

The gap s of a 2×2 GOE matrix has density proportional to s exp(−s²/4). Let both gaps follow this law, and multiply:

p(x, y) ∝ xy exp[−(x² + y²)/4].

Put y = rx, so that dy = x dr at fixed x. Then

P(r) ∝ r ∫₀^∞ x³ exp[−x²(1 + r²)/4] dx ∝ r/(1 + r²)².

The two gaps enter symmetrically, so r > 1 contributes as much as r < 1. The normalized density of ρ is 4ρ/(1 + ρ²)², and

⟨ρ⟩ = ∫₀¹ 4ρ²/(1 + ρ²)² dρ = [2 arctan ρ − 2ρ/(1 + ρ²)]₀¹ = π/2 − 1 ≈ 0.571.

**Where it fails**

The integrals are right; the product is not. It leaves out the repulsion between the outer levels λ₁ and λ₃, and also the coupling of the two gaps through the Gaussian weight. A 2×2 matrix has one gap and says nothing about the joint behaviour of two. The smallest matrix that does is 3×3, and its joint density must be derived.

**The joint density of two gaps**

Write H = OΛOᵀ, with O a rotation and Λ the diagonal matrix of eigenvalues. Differentiation gives

dH = dO Λ Oᵀ + O dΛ Oᵀ + O Λ dOᵀ.

Let A = Oᵀ dO. From OᵀO = 1 it follows that A + Aᵀ = 0, so dOᵀ O = −A. Therefore

Oᵀ dH O = dΛ + AΛ − ΛA.

The diagonal elements are dλᵢ, and the off-diagonal ones are Aᵢⱼ(λⱼ − λᵢ). The map dH → Oᵀ dH O preserves Tr(dH²), a positive quadratic form in the six independent entries, so it preserves volume. The volume element is thus a function of the angles times

|λ₁ − λ₂| |λ₁ − λ₃| |λ₂ − λ₃| dλ₁ dλ₂ dλ₃.

This was tested by differentiating the map numerically at fixed angles for the spectra (−1, 0.3, 2.1) and (−0.5, 0.1, 0.8). The Jacobians have the ratio 13.285714, and so do the products of gaps.

Since Tr H² = Σλᵢ² does not depend on the angles, they integrate to a constant. Let c be the mean of the three eigenvalues:

λ₁ = c − (2x + y)/3, λ₂ = c + (x − y)/3, λ₃ = c + (x + 2y)/3.

This change of variables is linear, so its Jacobian is constant. The deviations from c add to zero, which removes the terms linear in c:

Σλᵢ² = 3c² + [(2x + y)² + (x − y)² + (x + 2y)²]/9
= 3c² + (6x² + 6xy + 6y²)/9
= 3c² + (2/3)(x² + xy + y²).

Halving this for the exponent and integrating over c leaves

p(x, y) ∝ xy(x + y) exp[−(x² + xy + y²)/3].

The factor x + y is the repulsion of the outer levels. Neither it nor the term xy in the exponent splits into a function of x times a function of y. The sign of the dependence follows from

∂² ln p/∂x∂y = −1/(x + y)² − 1/3 < 0.

Raising x therefore tilts the conditional distribution of y towards smaller values: a wide gap tends to have a narrow neighbour. The independent product misses this. The two missing pieces move the mean ratio in opposite directions. Adding only the factor x + y to the product gives P(r) ∝ r(1 + r)/(1 + r²)^{5/2} and raises the mean to 2 − √2 ≈ 0.586. Adding only the term xy in the exponent gives P(r) ∝ r/(1 + r + r²)² and lowers it to about 0.529. The term in the exponent is the stronger of the two.

**The density of the ratio**

With y = rx and dy = x dr, the prefactor is x · rx · x(1 + r) · x = x⁴(r + r²). Using

∫₀^∞ x⁴ exp(−ax²) dx = 3√π/(8a^{5/2}), a = (1 + r + r²)/3,

one finds

P(r) ∝ (r + r²)/(1 + r + r²)^{5/2}, 0 < r < ∞.

Replacing r by 1/r gives P(1/r)/r² = P(r), as the exchange of x and y requires. The part r > 1 therefore folds onto [0, 1] with the same shape, and ρ has density f(ρ)/N, where

f(ρ) = (ρ + ρ²)/(1 + ρ + ρ²)^{5/2}, N = ∫₀¹ f dρ.

**The two integrals**

Complete the square with u = ρ + 1/2 and q = u² + 3/4. Then 1 + ρ + ρ² = q and ρ + ρ² = q − 1, so

f = q^{−3/2} − q^{−5/2}.

Two derivatives are needed, both using dq/du = 2u and u² = q − 3/4:

d(u q^{−1/2})/du = q^{−1/2} − u² q^{−3/2} = (3/4) q^{−3/2},

d(u q^{−3/2})/du = q^{−3/2} − 3u² q^{−5/2} = −2q^{−3/2} + (9/4) q^{−5/2}.

The second gives q^{−5/2} = (4/9) d(u q^{−3/2})/du + (8/9) q^{−3/2}. Hence

f = (1/9) q^{−3/2} − (4/9) d(u q^{−3/2})/du,

and, by the first derivative, a primitive of f is

G = (4/27) u q^{−1/2} − (4/9) u q^{−3/2}.

At ρ = 1, u = 3/2 and q = 3, so G = 2/(9√3) − 2/(9√3) = 0. At ρ = 0, u = 1/2 and q = 1, so G = 2/27 − 2/9 = −4/27. Thus

N = 4/27.

For the first moment M = ∫₀¹ ρ f dρ, write ρ = u − 1/2. The part with u is elementary, because u du = dq/2:

∫ u f du = (1/2) ∫₁³ (q^{−3/2} − q^{−5/2}) dq = [−q^{−1/2} + q^{−3/2}/3]₁³.

The upper limit gives −1/√3 + 1/(9√3) = −8/(9√3), and the lower gives −2/3. Hence

M = 2/3 − 8/(9√3) − N/2 = 18/27 − 8√3/27 − 2/27 = (16 − 8√3)/27.

The mean is

⟨ρ⟩ = M/N = (16 − 8√3)/4 = 4 − 2√3 ≈ 0.5359.

Double quadrature of the eigenvalue density gives 0.535898, equal to the formula to the digits shown. A sample of 200 000 matrices gives 0.5364 ± 0.0006, where ± here and below is one standard error. The tempting value 0.571 lies far outside that range.

The full distribution can also be read from G. The probability that the ratio is below ρ is [G(ρ) + 4/27]/N, or

F(ρ) = 1 + u q^{−1/2} − 3u q^{−3/2}.

At ρ = 0.5 this is 0.4601, against 0.4591 in the sample.

**Two other kinds of spectrum**

Localized states far apart in space hardly couple. In the limit of independent levels, adjacent gaps are independent exponential variables. With their mean as the unit,

P(r) = ∫₀^∞ x exp[−x(1 + r)] dx = 1/(1 + r)².

Folding doubles this, and the mean is

2 ∫₀¹ ρ/(1 + ρ)² dρ = 2[ln(1 + ρ) + 1/(1 + ρ)]₀¹ = 2 ln 2 − 1 ≈ 0.386.

The density at ρ = 0 is 2. For 3×3 GOE matrices it vanishes there as (27/4)ρ, which is level repulsion seen in the ratio.

The GOE also fails when the symmetry changes. If each off-diagonal element has β real components, each one contributes a factor |λⱼ − λᵢ| to the volume. The product of gaps is then raised to the power β, the integrand carries x^{3β+1}, and

f_β(ρ) = (ρ + ρ²)^β/(1 + ρ + ρ²)^{1+3β/2}.

A magnetic field makes the elements complex, β = 2, with 3×3 mean 0.6027. Spin-orbit coupling with time reversal gives β = 4 and 0.6762, each Kramers pair being counted once. Counting matters in the spin-free case too: if both identical spin copies are kept, every second gap is zero and ρ = 0 throughout.

**From three levels to a disordered solid**

The value 4 − 2√3 belongs to 3×3 matrices. For 2000 GOE matrices of size 100, using the central half of each spectrum, the mean is 0.5297 ± 0.0010. The 3×3 value is about 1 percent above this, so it is a good approximation for a large system, not its limit.

That extended states follow the GOE is an assumption, which can be tried on a lattice model. Take a periodic cube with one s orbital per cation, hopping −t, and site energies uniform over a width W. Matching the clean band bottom, where E rises as t k²a², to ħ²k²/(2m) gives t = ħ²/(2ma²). With m = 0.34 electron masses and a = 0.33 nm, t ≈ 1.0 eV. The central half of the levels is used.

The participation number 1/Σ|ψ|⁴ estimates how many sites a state occupies. Between cubes of side 6 and 8 sites the volume grows by 2.37.

- At W = 8t, about 8 eV, the participation number rises from 46.7 to 100.9, a factor of 2.16, so the states spread with the cube. The mean ratio in the larger cube is 0.5231 ± 0.0042. This is 1.2 percent below the large-matrix value, about 1.5 combined standard errors.
- At W = 60t, about 60 eV, it stays near 2 (1.961 and 1.874), so the states are localized. The mean ratio is 0.4004 ± 0.0041, slightly above 0.386. Residual coupling between nearby sites is a plausible cause, not separately tested.

With W kept at 8t and a side of 7 sites, a magnetic flux of 2/7 quantum through each lattice square normal to the field, or 14 quanta through the whole cube, gives 0.5919 ± 0.0046. Spin-dependent hopping −t(cos θ + i sin θ σ), with θ = 30° and σ the Pauli matrix of the bond direction, gives 0.6857 ± 0.0086 without flux. Both lie within 2 percent of their 3×3 values.

**Would an oxide dot show it?**

The mass and spacing above are rough values for amorphous indium gallium zinc oxide. The disorder widths are not: both are model choices, and 60t is far beyond any oxide. Device electrons also sit near the band edge, not in the band centre.

Consider instead a 20 nm cube with 10²⁰ electrons per cm³, a heavily doped case, and a rough mobility of 15 cm²/Vs. In the free-electron model the Fermi energy is about 0.23 eV, and the level spacing for one spin is

Δ = 2π²ħ²/(m k_F L³) ≈ 0.39 meV.

GOE statistics need level separations below the Thouless energy, set by the time to diffuse across the cube:

E_T = π²ħD/L² ≈ 4 meV for D ≈ 2.3 cm²/s.

The ratio E_T/Δ, about 10, leaves room for a few neighbouring levels. Since k_F times the mean free path is only about 2, this diffusive estimate is itself rough.

Several neglected effects matter on the scale of Δ. Thermal energy at 300 K is 25.9 meV, and it equals Δ at about 4.5 K, so resolving single levels needs temperatures well below that. A sphere estimate with relative permittivity 10 puts the charging energy at about 14 meV, so measured addition energies are not bare level gaps. One flux quantum through the dot corresponds to about 10 T. Levels a distance Δ apart are sensitive to motion over a time ħ/Δ, in which an electron crosses the dot about E_T/Δ times. The fluxes it encloses have random signs, so the phase grows as the square root of this number. A field of order 10 T × √(Δ/E_T), about 3 T, therefore sets the scale of the crossover from β = 1 to β = 2. The change is gradual, so keeping the GOE value needs a field well below this. For a g-factor near 2, the Zeeman splitting at 3 T is also close to Δ: the levels of the two spins then interleave, and they must be separated before ratios are taken.

Spin-orbit coupling can also remove the GOE value. The crude rate (αZ)⁴ħ/τ, with α the fine-structure constant, Z = 49 for indium and scattering time τ ≈ 2.9 fs, is about 4 meV, roughly ten times Δ. If it were right, the dot in zero field would follow β = 4, and the 3×3 mean would move from 0.536 to 0.676, up by 26 percent. The estimate ignores the s character of the conduction states, which have no spin-orbit splitting on a single site in first order, so the true rate may be much smaller. A mean near 0.53 is to be expected in such a dot only if that rate is well below Δ, the field is weak, and charging has been separated from the level gaps.

Values computed for the example and the checks

```
Jacobian ratio, finite differences: 13.285714
Jacobian ratio, product of gaps: 13.285714
norm integral N: 4/27 = 0.148148
first moment M: 0.079392
mean ratio, 4 - 2 sqrt 3: 0.535898
mean ratio, double quadrature: 0.535898
mean ratio, sampled 3x3 GOE: 0.5364 +- 0.0006
probability ratio < 0.25: formula 0.1583, sampled 0.1586
probability ratio < 0.5: formula 0.4601, sampled 0.4591
probability ratio < 0.75: formula 0.7556, sampled 0.7548
large GOE (size 100): 0.5297 +- 0.0010
3x3 value above large GOE: 1.17 percent
independent levels: formula 0.3863, sampled 0.3858
3x3 beta=2: formula 0.6027, sampled 0.6029 +- 0.0009
3x3 beta=4: formula 0.6762, sampled 0.6767 +- 0.0010
effective mass: 0.34 electron masses
cation spacing: 0.33 nm
hopping t: 1.029 eV
cube sides: 6 and 8 sites; larger 2.64 nm
moderate disorder W: 8 t = 8.23 eV
strong disorder W: 60 t = 61.7 eV
volume growth between cubes: 2.37
participation, moderate W: 46.7 -> 100.9 sites
participation, strong W: 1.961 -> 1.874 sites
lattice ratio, moderate W: 0.5231 +- 0.0042
lattice ratio, strong W: 0.4004 +- 0.0041
symmetry tests: side 7 sites, W = 8 t
with 2 flux quanta: 0.5919 +- 0.0046
with spin-orbit angle 30 deg: 0.6857 +- 0.0086
dot side: 20 nm; electron density: 1e+20 cm^-3
mobility: 15 cm2/Vs; relative permittivity: 10
Fermi energy: 0.231 eV
scattering time: 2.90 fs
k_F times mean free path: 2.04
diffusion constant: 2.31 cm2/s
one-spin level spacing: 0.385 meV
Thouless energy: 3.75 meV
Thouless energy / spacing: 9.7
thermal energy at 300 K: 25.9 meV
temperature equal to spacing: 4.47 K
charging energy (sphere estimate): 14.4 meV
spin-orbit rate, crude (alpha Z)^4, Z=49: 3.71 meV
field of one flux quantum through dot: 10.3 T
```
